Q: You have a slab whose upper surface is covered with polar groups, as after one half-cycle of a deposition process. You say that the electrostatic potential far above it differs from that far below it. But the potential of a dipole falls off as the inverse square of distance. Why should anything be left far away?

A: Because the number of dipoles that contribute grows with distance. At height $z$ above a wide layer, the dipoles within a lateral distance of a few times $z$ supply most of the potential. Their number grows as $z^2$, while each contributes a potential of order $1/z^2$. The product does not decay. That is only a scaling argument, so the value has to come from Poisson's equation.

Let the charge density $\rho(x,y,z)$ include all charge, nuclear and electronic. I assume that it is periodic in $x$ and $y$ with cell area $A$, that it vanishes for $|z|>h$, and that each cell is neutral. I also assume that no external field acts. The $z$ axis points upwards, and the normal dipole moment per cell is

$$p=\int_{\rm cell} z\,\rho\,d^3r .$$

It is positive when positive charge lies above negative charge.

Q: The density of a real surface varies strongly from atom to atom. How do you get one number out of it?

A: I average over the cell at fixed height:

$$\bar V(z)=\frac1A\int_{\rm cell}V\,dx\,dy,\qquad \bar\rho(z)=\frac1A\int_{\rm cell}\rho\,dx\,dy .$$

Poisson's equation is $\partial_x^2V+\partial_y^2V+\partial_z^2V=-\rho/\varepsilon_0$. The cell integral of the first two terms equals the flux of the lateral gradient of $V$ through the cell edges. That gradient is periodic, while the outward normals on opposite edges are opposite, so the flux cancels. What remains is

$$\frac{d^2\bar V}{dz^2}=-\frac{\bar\rho(z)}{\varepsilon_0}.$$

No lateral detail has been neglected; it drops out of the average.

Q: Then integrate it, and show me where neutrality enters.

A: With the mean field $\bar E=-d\bar V/dz$, the equation reads $d\bar E/dz=\bar\rho/\varepsilon_0$. One integration across the layer gives

$$\bar E(h)-\bar E(-h)=\frac1{\varepsilon_0}\int_{-h}^{h}\bar\rho\,dz=0,$$

since the integral is the charge per cell divided by $A$. The fields on the two sides are therefore equal. Their common value is the applied field: each thin charged sheet in the layer produces equal and opposite fields on its two sides, and for zero total charge these add to zero outside. With no applied field, $\bar E(\pm h)=0$.

The potential difference follows from a second integration, done by parts:

$$\begin{aligned}
\bar V(h)-\bar V(-h)&=-\int_{-h}^{h}\bar E\,dz\\
&=-\big[z\bar E\big]_{-h}^{h}+\int_{-h}^{h}z\,\frac{d\bar E}{dz}\,dz\\
&=0+\frac1{\varepsilon_0}\int_{-h}^{h}z\,\bar\rho\,dz .
\end{aligned}$$

Inserting the definition of $\bar\rho$ turns the last integral into $p/A$. Hence

$$\boxed{\Delta V=\bar V(h)-\bar V(-h)=\frac{p}{\varepsilon_0A}}$$

Outside the layer the mean field is zero, so the same difference holds between any two heights above and below it.

Q: Does the answer depend on where you put $z=0$? And I would like an independent check of the sign.

A: Shifting the origin by $z_0$ changes $p$ by $-z_0$ times the charge per cell, which is zero.

For the sign, take two uniform sheets, $+\sigma$ at $z=d/2$ and $-\sigma$ at $z=-d/2$. The field between them points from positive to negative charge, so $E=-\sigma/\varepsilon_0$. The potential then rises upwards by $\sigma d/\varepsilon_0$. The moment per area $A$ is $p=\sigma Ad$, which gives $p/(\varepsilon_0A)$ again. The potential is higher on the side to which the dipole points. An electron has potential energy $-eV$, so its energy is lower there by $ep/(\varepsilon_0A)$.

Q: You have found the step of an average. An electron leaving the surface is at one lateral position. Does it see the average?

A: The potential of the layer itself does approach its average far enough out. The electron also polarizes the surface and is attracted by it; that energy is a separate contribution and is not included here. Above the layer there is no charge, and the potential can be expanded in lateral waves $e^{i\mathbf G\cdot\mathbf r}$, where $\mathbf G$ is a reciprocal vector of the surface lattice and $\mathbf r=(x,y)$. Laplace's equation gives $V_G''=G^2V_G$ for each amplitude, and the solution that stays finite is proportional to $e^{-Gz}$. Every component with $G\neq0$ dies out, and the average remains.

The amplitudes can be found for point dipoles on lattice sites. Start with a lattice of charges $q$ at $z=0$. Each wave with $G\ne0$ obeys

$$V_G''-G^2V_G=-\frac{q}{\varepsilon_0A}\,\delta(z),\qquad V_G=\frac{q}{2\varepsilon_0AG}\,e^{-G|z|}.$$

The slope of this solution jumps by $-2G\cdot q/(2\varepsilon_0AG)=-q/(\varepsilon_0A)$ at $z=0$, as required. A dipole is a charge $q$ at $+d/2$ and $-q$ at $-d/2$ with $p=qd$ held fixed as $d\to0$. Its potential is therefore $-d$ times the $z$ derivative of the charge potential:

$$V_G^{\rm dip}=-p\,\frac{d}{dz}\,\frac{e^{-G|z|}}{2\varepsilon_0AG}=\frac{p}{2\varepsilon_0A}\,{\rm sgn}(z)\,e^{-G|z|}.$$

The $G=0$ part is the step already found, placed symmetrically as $\pm p/(2\varepsilon_0A)$. Pairing $\mathbf G$ with $-\mathbf G$ gives

$$V=\frac{p}{2\varepsilon_0A}\,{\rm sgn}(z)\Big[1+\sum_{\mathbf G\neq0}\cos(\mathbf G\cdot\mathbf r)\,e^{-G|z|}\Big].$$

Q: How far is "far enough"?

A: For a square lattice of spacing $a$, the four shortest vectors have $G=2\pi/a$. At $z=a$ they contribute $4e^{-2\pi}\approx0.0075$ above a site, and the same with a minus sign above a hollow. The full sum gives a bracket of 1.0080 above a site and 0.9931 above a hollow. At $z=1.5a$ the deviations are about 0.0003. At $z=0.5a$ the values are 1.236 and 0.875, so a point that close does not measure the step. Direct sums over the dipoles in a large disc, with an integral added for the region outside it, agree with the wave form at $z=0.5a$ and $z=a$, above both positions.

Q: Here is a stronger objection. Let the dipoles point upwards. Carry an electron up through the sheet, then bring it back around the edge, where there is no sheet to cross. If the outer field is zero, you gain energy in every round trip.

A: A sheet with an edge is finite, and outside a finite sheet the field is not zero. Take a disc of radius $R$ with uniform dipole density $p/A$. One dipole produces $pz/(4\pi\varepsilon_0r^3)$, so on the axis, for $z>0$,

$$\begin{aligned}
V(z)&=\frac{p}{4\pi\varepsilon_0A}\int_0^R\frac{z\,2\pi s\,ds}{(s^2+z^2)^{3/2}}\\
&=\frac{pz}{2\varepsilon_0A}\left[\frac1z-\frac1{\sqrt{z^2+R^2}}\right].
\end{aligned}$$

The potential is odd in $z$, so the difference between $+z$ and $-z$ is twice this:

$$V(z)-V(-z)=\frac{p}{\varepsilon_0A}\left[1-\frac{z}{\sqrt{z^2+R^2}}\right].$$

For $z\ll R$ it is the full step. For $z\gg R$ the bracket tends to $R^2/(2z^2)$. With $N=\pi R^2/A$ dipoles the difference becomes $2Np/(4\pi\varepsilon_0z^2)$, as it should for a single dipole $Np$. At infinity the two sides are at the same potential.

The outer field on the axis is

$$E_z=-\frac{dV}{dz}=\frac{p}{2\varepsilon_0A}\,\frac{R^2}{(z^2+R^2)^{3/2}} .$$

Close to the disc it is $p/(2\varepsilon_0AR)$, which vanishes for large $R$. But it extends over a distance of order $R$, and its integral from the disc to infinity is $p/(2\varepsilon_0A)$ on each side, whatever $R$ is. The weak outer field takes back what the layer gave, and the round trip yields nothing. The step is thus a statement about heights $a\ll z\ll R$. For an infinite sheet there is no way around.

Q: Your disc is a smooth continuum of ideal dipoles. Does a layer of actual charges behave like that?

A: This was tested with three unequal charges per cell, neutral in total and displaced in all three directions, by summing their Coulomb potentials explicitly. At heights $\pm3a$ a disc with $R=10a$ shows 0.7136 of the full step, against 0.7127 from the formula. With $R=150a$ and $R=300a$ the sums give 0.9800 and 0.9900, in agreement with it. Removing the $1/R$ term by extrapolation gives 1.0000. Only the normal moment of the cell entered the prediction, although the cell also has a lateral moment.

For cluster calculations the first of these numbers is a warning. Even this disc, twenty lattice spacings across, misses more than a quarter of the step at that height.

Q: Then I use a periodic slab calculation instead. It has no edges, so I can read the step from the potential in the vacuum.

A: Not directly, if the calculation is also periodic along $z$. With cell length $L$, the potential is forced to satisfy $\bar V(L/2)=\bar V(-L/2)$. For the same charge density, the laterally averaged periodic potential can differ from that of the isolated layer by no more than a constant and a linear term $-E_0z$, because both obey the same Poisson equation inside the cell. Periodicity then requires

$$0=\frac{p}{\varepsilon_0A}-E_0L,\qquad E_0=\frac{p}{\varepsilon_0AL}.$$

So the vacuum contains an artificial field $+p/(\varepsilon_0AL)$, and the potential there has slope $-p/(\varepsilon_0AL)$. The cure is to add the potential $pz/(\varepsilon_0AL)$, with its jump placed in the vacuum. The levels become flat, and their difference is the full step.

In a test with $L=8a$, the uncorrected difference between $z=-2.5a$ and $z=2.5a$ was 0.375 of the step. This is $1-5/8$, as the linear term predicts. After correction the ratio was 1.0000.

Q: Can the correction be applied after the calculation has converged?

A: For a fixed charge density, yes, and that is the case tested. In a self-consistent calculation the artificial field also polarizes the slab and so changes $p$. The correcting potential should then be included while the density is being determined.

Q: I still need $p$. May I compute the dipole moment of one surface group, in a molecule or a small cluster, and divide by $\varepsilon_0A$?

A: Not in general. The step formula needs the moment that the group has in the layer. The substrate can change it even when the groups are far apart, and in a dense layer the neighbours change it too. Here I treat the effect of the neighbours. From the potential $pz/(4\pi\varepsilon_0r^3)$, the field of a dipole at a point in its own plane is

$$E_z=-\frac{\partial V}{\partial z}\bigg|_{z=0}=-\frac{p}{4\pi\varepsilon_0r^3}.$$

It opposes the dipole. On a square lattice the neighbours together produce

$$E_{\rm loc}=-\frac{C\,p}{4\pi\varepsilon_0a^3},\qquad C=\sum_{(m,n)\neq(0,0)}\frac1{(m^2+n^2)^{3/2}} .$$

The sum can be taken directly up to a radius of $R$ lattice spacings. The remainder is close to $\int_R^\infty2\pi s\,ds/s^3=2\pi/R$. This gives $C=9.0336$. A known identity from the theory of sums of two squares, $C=4\,\zeta(3/2)\,\beta(3/2)$ with $\beta(s)=\sum_{k\ge0}(-1)^k(2k+1)^{-s}$, gives the same value; the argument needs only the number.

Let the isolated moment be $p_0$ and the polarizability volume $\alpha$, so that a field $E$ induces the moment $4\pi\varepsilon_0\alpha E$. Then

$$p=p_0+4\pi\varepsilon_0\alpha E_{\rm loc}=p_0-\frac{C\alpha}{a^3}\,p .$$

Collecting the terms in $p$ gives

$$p=\frac{p_0}{1+C\alpha/a^3}.$$

This model assumes point dipoles, linear response and a free-standing layer. It leaves out image charges in a substrate and charge transfer through chemical bonds. The step formula itself does not need these assumptions, provided that $p$ is the true total moment.

Q: Put numbers in. I want to know whether this matters.

A: Take round model parameters: $p_0=1$ D, $\alpha=3$ Å$^3$ and $a=4$ Å, so $A=16$ Å$^2$. In these units $1\ {\rm D}/(\varepsilon_0\,\text{Å}^2)=37.673$ V. The isolated moment would give

$$\Delta V_0=\frac{37.673\ {\rm V}}{16}=2.355\ {\rm V}.$$

The depolarization term is $C\alpha/a^3=9.0336\times3/64=0.4235$, so

$$p=\frac{1\ {\rm D}}{1.4235}=0.7025\ {\rm D},\qquad \Delta V=0.7025\times2.355\ {\rm V}=1.654\ {\rm V}.$$

An electron's potential energy is therefore 1.654 eV (2.650 × 10⁻¹⁹ J) lower above the layer than below it. Using the isolated moment overestimates the step by 42% of its value in this model. The field responsible is $-0.297$ V/Å at each site.

One lattice spacing above the layer, the potential above a site exceeds that above a hollow by $(1.0080-0.9931)\times1.654/2\approx0.012$ V. In a supercell of length $L=20$ Å, this moment would give an artificial field of $1.654/20=0.083$ V/Å. That is more than a quarter of the depolarizing field and has the opposite sign. If the moment responds to it, the denominator 1.4235 is reduced by $4\pi\alpha/(a^2L)=0.118$. The moment then rises to 0.766 D, which is 9% too large, and the artificial field to 0.090 V/Å.

Q: Would a larger cluster give the right moment?

A: Slowly. At the centre of a square patch with $N$ groups along each side, the missing neighbours lie beyond a distance of about $Na/2$. The integral of $1/r^3$ over that outer region is proportional to $1/N$. Solving for all the induced moments together gives a central $p/p_0$ of 0.7128 for $N=25$ and 0.7076 for $N=51$. Assuming an error proportional to $1/N$,

$$\frac{p}{p_0}\approx\frac{51\times0.70761-25\times0.71284}{51-25}=0.7026,$$

which agrees with the infinite-lattice value 0.7025. The moment at the centre of the smaller patch is already within 1.5% of the limit. The potential step is the more demanding quantity, because it also needs $z\ll R$.

Q: And if I change the coverage?

A: At $a=8$ Å the isolated moment gives 0.589 V and the layer moment 0.559 V, a difference of 5%. At $a=5$ Å the values are 1.507 V and 1.238 V. Dilute layers approach proportionality to coverage; dense ones fall below it. In the model,

$$\Delta V=\frac{p_0}{\varepsilon_0\,(a^2+C\alpha/a)} .$$

The denominator is smallest where $2a-C\alpha/a^2=0$, that is, at $C\alpha/a^3=2$. Beyond this point the formula gives a step that falls with denser packing, but the model does not hold there. For $\alpha=3$ Å$^3$ the point lies at $a\approx2.4$ Å, where the induced moment cancels two thirds of $p_0$ and the groups are too close to be point dipoles. The formula also follows only the normal moment. For moments lying in the plane, the field along a moment is $(3x^2-r^2)\,p/(4\pi\varepsilon_0r^5)$, and on a square lattice $x^2$ averages to $r^2/2$, so the neighbours give $+Cp/(2\cdot4\pi\varepsilon_0a^3)$. If the polarizability is the same in the plane, the denominator for this response is $1-C\alpha/(2a^3)$, which vanishes at $C\alpha/a^3=2$. In-plane moments that alternate from row to row become unstable earlier, near $C\alpha/a^3=1.77$. The maximum is therefore not a prediction for real layers.

Q: Last point. My slab has two surfaces and a polarizable interior. Which dipole do I insert, and should I divide by the dielectric constant of the slab?

A: For the difference between the two vacuum levels, insert the total moment of the whole slab. It already contains the polarization of the interior, so dividing by a dielectric constant would count that response twice. If the slab is mirror-symmetric about its middle plane, the moments of its two halves are equal and opposite. The total is then zero and the vacuum levels coincide, although each face can still have its own step between interior and vacuum.

For a metal slab the Fermi level is common to both faces. The work function $\Phi$ is the vacuum level of an electron minus the Fermi level, so

$$\Phi_{\rm top}-\Phi_{\rm bottom}=-\frac{e\,p}{\varepsilon_0A}.$$

Now add groups to the top face of a slab thick enough for the bottom face to stay unchanged. Then $\Phi_{\rm bottom}$ is fixed, and the top work function changes by $-e\,\Delta p/(\varepsilon_0A)$, where $\Delta p$ is the change in the total moment per cell. Groups whose positive end points outwards lower the work function if the total change $\Delta p$, including the response of the metal, is also positive. The sign of the isolated group's moment alone does not settle that.

The numerical output below lists the main values quoted here.

## Values computed for the example and the checks

```
TESTS (ratios to the ideal step unless stated)
test cell: normal moment = 0.230 (charge unit times a)
height above and below the disc = 3.0 a
disc R = 10 a: Coulomb sum 0.7136, formula 0.7127
disc R = 150 a: Coulomb sum 0.98000, formula 0.98000
disc R = 300 a: Coulomb sum 0.99000, formula 0.99000
extrapolated to infinite disc = 1.00000
V over half step at z = 0.5 a: above site 1.23590, above hollow 0.87507
V over half step at z = 1.0 a: above site 1.00804, above hollow 0.99309
V over half step at z = 1.5 a: above site 1.00033, above hollow 0.99968
supercell test length = 8.0 a
supercell vacuum slope / predicted slope = 1.000002
supercell difference, z = -2.5 a to 2.5 a, raw = 0.37500
same difference after correction = 1.00000
lattice constant C: closed form 9.03362, direct sum 9.03362
central p/p0, 25 x 25 patch = 0.71284
central p/p0, 51 x 51 patch = 0.70761
central p/p0, extrapolated = 0.70257
p/p0, infinite-lattice formula = 0.70252
WORKED EXAMPLE
isolated moment p0 = 1.000 D = 3.33564e-30 C m
polarizability volume = 3.00 angstrom^3
lattice spacing = 4.00 angstrom, area = 16.00 angstrom^2
C alpha / a^3 = 0.42345
layer moment p = 0.70252 D = 2.34335e-30 C m
depolarizing field at a site = -0.2973 V/angstrom
step using isolated moment = 2.3546 V
step using layer moment = 1.6541 V
electron energy change across layer = -1.6541 eV
supercell length = 20.0 angstrom
artificial vacuum field = 0.08271 V/angstrom
step per debye per angstrom^2 = 37.6730 V
spacing (angstrom), p (D), isolated step (V), layer step (V)
4.0  0.7025  2.3546  1.6541
5.0  0.8218  1.5069  1.2384
6.0  0.8885  1.0465  0.9298
8.0  0.9497  0.5886  0.5590
```
